# Activation-energy error from a constant thermometer offset near 200 K: test program

```python
"""
Result under test: a constant thermometer offset d (reading = T + d) changes the
activation energy E found from the slope of ln(rate/T^2) against 1/(kB T) to
    E_app = E (1+x)^2 + 2 kB T x (1+x),   x = d/T,
so the fractional error is close to 2x when x and kB T/E are small.
Symbols: T true temperature (K), theta = kB T (hartree), sigma capture
cross-section, m_d density-of-states mass, m_c thermal-velocity mass.
Internal units are atomic units, with temperatures in kelvin.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import airy

HARTREE_J = const.physical_constants["Hartree energy"][0]
HARTREE_EV = HARTREE_J / const.e
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_A = BOHR_M * 1e10
FIELD_AU = const.physical_constants["atomic unit of electric field"][0]
KB = const.k / HARTREE_J
RATE_AU = HARTREE_J / const.hbar

# Round model inputs in the rough regime of a deep electron trap in silicon
energy_ev, sigma_a2 = 0.40, 10.0
T0, offset = 200.0, 2.0
m_long, m_trans, valleys = 0.92, 0.19, 6
doping_cm3, bending_v, eps_r = 1e15, 6.0, 11.7
gate1_s = np.array([0.010, 0.020, 0.030, 0.050, 0.100])
gate_ratio = 2.0

E = energy_ev / HARTREE_EV
sigma = sigma_a2 / BOHR_A**2
m_d = valleys**(2 / 3) * (m_long * m_trans**2)**(1 / 3)
m_c = 3 / (1 / m_long + 2 / m_trans)
theta0 = KB * T0
x0 = offset / T0


def band_density(T):
    return 2 * (m_d * KB * T / (2 * np.pi))**1.5


def thermal_speed(T):
    return np.sqrt(3 * KB * T / m_c)


def log_rate(T, trap_energy=E):
    """Natural log of the emission rate in atomic units."""
    return np.log(sigma * thermal_speed(T) * band_density(T)) - trap_energy / (KB * T)


def rate_per_s(T):
    return np.exp(log_rate(T)) * RATE_AU


# Thermal averages from momentum integrals over anisotropic valleys
for T in (150.0, 200.0, 260.0):
    density, speed_squared = 2.0 * valleys, 0.0
    for mass in (m_long, m_trans, m_trans):
        width = np.sqrt(mass * KB * T)
        norm = quad(lambda u: np.exp(-u * u / 2), -12, 12)[0]
        second = quad(lambda u: u * u * np.exp(-u * u / 2), -12, 12)[0]
        density *= width * norm / (2 * np.pi)
        speed_squared += width**2 * second / norm / mass**2
    assert abs(density / band_density(T) - 1) < 1e-8
    assert abs(np.sqrt(speed_squared) / thermal_speed(T) - 1) < 1e-8
    direct = np.log(sigma * np.sqrt(speed_squared) * density / (KB * T)**2)
    if T == 150.0:
        first_prefactor = direct
    assert abs(direct - first_prefactor) < 1e-8


def slope_energy(log_e, true_temperature, reading, divide_by_T2=True):
    """Arrhenius slope energy by central difference on the reading scale."""
    beta = 1 / (KB * reading)
    step = 1e-4 * beta

    def ordinate(b):
        shown = 1 / (KB * b)
        value = log_e(true_temperature(shown))
        return value - 2 * np.log(KB * shown) if divide_by_T2 else value
    return -(ordinate(beta + step) - ordinate(beta - step)) / (2 * step)


def apparent_formula(trap_energy, T, d):
    x = d / T
    return trap_energy * (1 + x)**2 + 2 * KB * T * x * (1 + x)


# Constant offset: numerical slope against the derived formula
for ev in (0.15, 0.40, 0.80):
    for T in (150.0, 200.0, 260.0):
        for d in (-5.0, -2.0, 2.0, 5.0):
            trial = ev / HARTREE_EV
            numeric = slope_energy(lambda t: log_rate(t, trial), lambda r: r - d, T + d)
            assert abs(numeric / apparent_formula(trial, T, d) - 1) < 1e-6

local_app = slope_energy(log_rate, lambda r: r - offset, T0 + offset)
fraction = local_app / E - 1
fraction_low = slope_energy(log_rate, lambda r: r + offset, T0 - offset) / E - 1
first_order = 2 * x0 * (1 + theta0 / E)
assert abs(fraction / (2 * x0) - 1 - theta0 / E) < x0
second_order = x0**2 * (1 + 2 * theta0 / E)
assert abs(fraction - first_order - second_order) < 1e-6

# Drifting offset and pure scale error
for drift in (-0.005, 0.003, 0.010):
    numeric = slope_energy(log_rate, lambda r: T0 + (r - T0 - offset) / (1 + drift),
                           T0 + offset)
    expected = (E + 2 * theta0) * (1 + x0)**2 / (1 + drift) - 2 * theta0 * (1 + x0)
    assert abs(numeric / expected - 1) < 1e-6
scale_fraction = slope_energy(log_rate, lambda r: r / (1 + x0), T0 * (1 + x0)) / E - 1
assert abs(scale_fraction - x0) < 1e-6

# One temperature with a known prefactor
log_prefactor = log_rate(T0) + E / theta0 - 2 * np.log(theta0)
theta_read = KB * (T0 + offset)
single_energy = theta_read * (log_prefactor + 2 * np.log(theta_read) - log_rate(T0))
single_fraction = single_energy / E - 1
assert abs(single_fraction - x0 * (1 + 2 * theta0 / E)) < 2e-5

# Simulated two-gate capacitance scans; peaks located without the rate condition
peaks = []
for t1 in gate1_s:
    t2 = gate_ratio * t1
    found = minimize_scalar(
        lambda T: -(np.exp(-rate_per_s(T) * t1) - np.exp(-rate_per_s(T) * t2)),
        bounds=(170, 235), method="bounded", options={"xatol": 1e-9})
    peaks.append(found.x)
peaks = np.array(peaks)
window_rates = np.log(gate_ratio) / (gate1_s * (gate_ratio - 1))
assert np.max(np.abs(rate_per_s(peaks) / window_rates - 1)) < 1e-5


def arrhenius_fit(temperatures):
    theta = KB * temperatures
    ordinate = np.log(window_rates / RATE_AU / theta**2)
    slope, intercept = np.polyfit(1 / theta, ordinate, 1)
    return -slope, intercept


true_fit, true_intercept = arrhenius_fit(peaks)
read_fit, read_intercept = arrhenius_fit(peaks + offset)
assert abs(true_fit / E - 1) < 1e-5
extremes = [apparent_formula(E, T, offset) for T in (peaks.min(), peaks.max())]
assert min(extremes) < read_fit < max(extremes)
mean_reading = 1 / np.mean(1 / (peaks + offset))
mean_true = mean_reading - offset
assert abs(read_fit - apparent_formula(E, mean_true, offset)) * HARTREE_EV < 2e-5

# Cross-section error from the fitted intercept
sigma_ratio = np.exp(read_intercept - true_intercept)
x_mean = offset / mean_true
log_sigma_formula = x_mean * E / (KB * mean_true) + 2 * (x_mean - np.log1p(x_mean))
assert abs(np.log(sigma_ratio) - log_sigma_formula) < 2e-3

# Correction using only the fit, the readings and the known offset
corrected = ((read_fit - 2 * KB * offset * mean_reading / mean_true)
             * (mean_true / mean_reading)**2)
assert abs(corrected - E) * HARTREE_EV < 2e-5

# Field effects at the maximum junction field
field_si = np.sqrt(2 * const.e * doping_cm3 * 1e6 * bending_v / (eps_r * const.epsilon_0))
field = field_si / FIELD_AU
barrier = minimize_scalar(lambda r: 1 / (eps_r * r) + field * r,
                          bounds=(1, 2000), method="bounded", options={"xatol": 1e-7})
coulomb_lowering = barrier.fun
assert abs(coulomb_lowering / (2 * np.sqrt(field / eps_r)) - 1) < 1e-8


def tunnel_exponent(T):
    return field**2 / (24 * m_trans * (KB * T)**3)


a = (field**2 / (2 * m_trans))**(1 / 3) / theta0
airy_integral = quad(lambda y: airy(-y)[0]**2 * np.exp(-a * y), -12, 60,
                     limit=500, epsabs=1e-11)[0]
tunnel_factor = airy_integral * 2 * np.sqrt(np.pi * a)
assert abs(tunnel_factor / np.exp(tunnel_exponent(T0)) - 1) < 1e-6


def log_rate_field(T):
    return log_rate(T) + tunnel_exponent(T)


tunnel_shift = slope_energy(log_rate_field, lambda r: r, T0) - E
assert abs(tunnel_shift + 3 * theta0 * tunnel_exponent(T0)) * HARTREE_EV < 1e-6

# The raw slope rule also holds for this non-Arrhenius rate
raw_true = slope_energy(log_rate_field, lambda r: r, T0, False)
raw_read = slope_energy(log_rate_field, lambda r: r - offset, T0 + offset, False)
assert abs(raw_read / raw_true - (1 + x0)**2) < 1e-6

nc_cm3 = band_density(T0) / (BOHR_M * 100)**3
print(f"True activation energy: {energy_ev:.3f} eV")
print(f"True capture cross-section: {sigma_a2:.1f} angstrom^2")
print(f"True temperature: {T0:.1f} K; thermometer offset: {offset:+.1f} K")
print(f"Longitudinal, transverse masses: {m_long:.2f}, {m_trans:.2f} electron masses")
print(f"Number of valleys: {valleys:d}")
print(f"Density-of-states, velocity masses: {m_d:.3f}, {m_c:.3f} electron masses")
print(f"Thermal energy at 200 K: {theta0 * HARTREE_EV:.5f} eV")
print(f"Thermal energy / activation energy: {theta0 / E:.4f} (no unit)")
print(f"Emission rate at 200 K: {rate_per_s(T0):.2f} s^-1")
print(f"Fractional temperature offset x: {100 * x0:.3f} %")
print(f"Simple estimate 2x: {200 * x0:.3f} %")
print(f"Simple energy error 2xE: {2 * x0 * energy_ev:.5f} eV")
print(f"First-order estimate with thermal term: {100 * first_order:.3f} %")
print(f"Second-order contribution: {100 * second_order:.4f} %")
print(f"Full local fractional error: {100 * fraction:.3f} %")
print(f"Full local energy error: {(local_app - E) * HARTREE_EV:.5f} eV")
print(f"Local apparent energy: {local_app * HARTREE_EV:.5f} eV")
print(f"Fractional error for -2 K offset: {100 * fraction_low:.3f} %")
print(f"Fractional error for 1 % scale error: {100 * scale_fraction:.3f} %")
print(f"Single-temperature fractional error: {100 * single_fraction:.3f} %")
print(f"Ratio of second to first gate time: {gate_ratio:.1f} (no unit)")
for t1, rate, peak in zip(gate1_s, window_rates, peaks):
    print(f"First gate {1000 * t1:.0f} ms: rate {rate:.2f} s^-1, true peak {peak:.2f} K")
print(f"Harmonic mean true-scale temperature: {mean_true:.2f} K")
print(f"Fit with true temperatures: {true_fit * HARTREE_EV:.5f} eV")
print(f"Fit with offset readings: {read_fit * HARTREE_EV:.5f} eV")
print(f"Fractional error of offset fit: {100 * (read_fit / E - 1):.3f} %")
print(f"Energy after offset correction: {corrected * HARTREE_EV:.5f} eV")
print(f"Apparent / true cross-section: {sigma_ratio:.3f} (no unit)")
print(f"Apparent cross-section: {sigma_a2 * sigma_ratio:.2f} angstrom^2")
print(f"Junction doping: {doping_cm3:.1e} cm^-3; band bending: {bending_v:.1f} V")
print(f"Relative permittivity: {eps_r:.1f} (no unit)")
print(f"Maximum junction field: {field_si / 1e8:.4f} MV/cm")
print(f"Coulomb barrier lowering, if present: {coulomb_lowering * HARTREE_EV:.4f} eV")
print(f"Tunnelling rate factor at maximum field: {tunnel_factor:.4f} (no unit)")
print(f"Tunnelling shift of slope energy: {tunnel_shift * HARTREE_EV:.5f} eV")
print(f"Band density at 200 K: {nc_cm3:.3e} cm^-3")
print(f"Doping / band density: {doping_cm3 / nc_cm3:.2e} (no unit)")
print(f"Cross-section factor if m_c is set to m_d: {np.sqrt(m_d / m_c):.3f} (no unit)")
print("checks complete")
```

Running it gives:

```
True activation energy: 0.400 eV
True capture cross-section: 10.0 angstrom^2
True temperature: 200.0 K; thermometer offset: +2.0 K
Longitudinal, transverse masses: 0.92, 0.19 electron masses
Number of valleys: 6
Density-of-states, velocity masses: 1.061, 0.258 electron masses
Thermal energy at 200 K: 0.01723 eV
Thermal energy / activation energy: 0.0431 (no unit)
Emission rate at 200 K: 23.33 s^-1
Fractional temperature offset x: 1.000 %
Simple estimate 2x: 2.000 %
Simple energy error 2xE: 0.00800 eV
First-order estimate with thermal term: 2.086 %
Second-order contribution: 0.0109 %
Full local fractional error: 2.097 %
Full local energy error: 0.00839 eV
Local apparent energy: 0.40839 eV
Fractional error for -2 K offset: -2.075 %
Fractional error for 1 % scale error: 1.000 %
Single-temperature fractional error: 1.087 %
Ratio of second to first gate time: 2.0 (no unit)
First gate 10 ms: rate 69.31 s^-1, true peak 209.01 K
First gate 20 ms: rate 34.66 s^-1, true peak 203.19 K
First gate 30 ms: rate 23.10 s^-1, true peak 199.92 K
First gate 50 ms: rate 13.86 s^-1, true peak 195.95 K
First gate 100 ms: rate 6.93 s^-1, true peak 190.80 K
Harmonic mean true-scale temperature: 199.58 K
Fit with true temperatures: 0.40000 eV
Fit with offset readings: 0.40841 eV
Fractional error of offset fit: 2.103 %
Energy after offset correction: 0.40001 eV
Apparent / true cross-section: 1.263 (no unit)
Apparent cross-section: 12.63 angstrom^2
Junction doping: 1.0e+15 cm^-3; band bending: 6.0 V
Relative permittivity: 11.7 (no unit)
Maximum junction field: 0.0431 MV/cm
Coulomb barrier lowering, if present: 0.0461 eV
Tunnelling rate factor at maximum field: 1.0625 (no unit)
Tunnelling shift of slope energy: -0.00313 eV
Band density at 200 K: 1.494e+19 cm^-3
Doping / band density: 6.70e-05 (no unit)
Cross-section factor if m_c is set to m_d: 2.027 (no unit)
checks complete
```
